# Finding a thin film's thickness from a photoemission intensity ratio

## Question

I am working on an exercise about measuring the band alignment of a high-k oxide film on a semiconductor by X-ray photoemission. Before the band offset comes in, the film thickness is needed:

> The photoelectron attenuation length is 3 nm and the electrons are collected at normal emission. The overlayer-to-substrate intensity ratio is equal to its bulk reference value. Find the film thickness.

I know that the signal from a buried layer falls off exponentially, but I can't turn the last piece of information into an equation. If the ratio has its bulk value, doesn't that mean the film is already as thick as a bulk sample? Or does it mean that the two peaks are equally strong? I would also like to know how far to trust the answer, since the two peaks have different kinetic energies and a real film may not be perfectly flat.

## Answer

Neither reading is right. The bulk reference is a ratio between **two separate samples**: a thick piece of the film material and a bare thick piece of the substrate. A bulk-thick film lying on the substrate would hide the substrate line, and its ratio would grow without limit. The reference value is instead reached at a definite, finite thickness.

### The model

Let the film be flat, closed and uniform, with thickness \(d\), on a thick substrate. One core line comes from the film alone, the other from the substrate alone. I assume that electrons travel in straight lines, and that a short path \(ds\) in the film removes a fraction \(ds/L\) of those still unscattered. The attenuation length \(L\) is first taken to be the same for both lines. Surface contamination, intermixing at the interface and diffraction are left out.

If \(P(s)\) is the probability of surviving a path \(s\), then

\[
\frac{dP}{ds}=-\frac{P}{L},\qquad P(0)=1 .
\]

Dividing by \(P\) gives \(d(\ln P)=-ds/L\). Integrating from zero path, where \(\ln P=0\), gives \(\ln P=-s/L\), so

\[
P(s)=e^{-s/L}.
\]

An electron leaving at angle \(\theta\) from the surface normal, from depth \(z\), travels \(s=z/\cos\theta\). It is convenient to define

\[
\Lambda=L\cos\theta ,
\]

so that the survival probability from depth \(z\) is \(e^{-z/\Lambda}\). At normal emission \(\Lambda=L\).

### The two intensities

Let \(k_f\) be the detected film signal per unit depth before attenuation. It contains the emitter density, the photoionization cross-section, the X-ray flux, the viewed area and the analyser response. Adding up all depths in the film,

\[
I_f=k_f\int_0^d e^{-z/\Lambda}\,dz
=k_f\Lambda\left(1-e^{-d/\Lambda}\right).
\]

For a thick reference sample of the same material, measured in the same geometry, \(d\to\infty\) and \(I_f^0=k_f\Lambda\). Therefore

\[
\frac{I_f}{I_f^0}=1-e^{-d/\Lambda}.
\]

A substrate electron starting at depth \(z'\) below the interface must first get out of the substrate, where its attenuation length is \(L'\), and then cross the whole film. With \(\Lambda'=L'\cos\theta\),

\[
I_s=k_s\,e^{-d/\Lambda}\int_0^\infty e^{-z'/\Lambda'}\,dz'
=k_s\Lambda'\,e^{-d/\Lambda}.
\]

The bare substrate gives \(I_s^0=k_s\Lambda'\), so

\[
\frac{I_s}{I_s^0}=e^{-d/\Lambda}.
\]

The substrate's own attenuation length has cancelled, and so have the emission strengths. That is the purpose of the references.

### From the ratio to the thickness

Define the measured ratio \(R=I_f/I_s\) and the reference ratio \(R_0=I_f^0/I_s^0\). Dividing the two normalized intensities,

\[
\frac{R}{R_0}=\frac{1-e^{-d/\Lambda}}{e^{-d/\Lambda}}
=e^{d/\Lambda}-1 .
\]

The right-hand side rises steadily from zero as \(d\) grows, so each positive ratio belongs to one thickness. Adding 1 to both sides and taking the logarithm gives

\[
d=L\cos\theta\,\ln\!\left(1+\frac{R}{R_0}\right).
\]

In your exercise \(\cos\theta=1\) and \(R/R_0=1\), hence

\[
d=L\ln 2=(3\ \text{nm})(0.6931)=2.08\ \text{nm}=20.8\ \text{Å}.
\]

At this thickness \(e^{-d/L}=1/2\). Half of the substrate signal gets through, and the film gives half the signal of its bulk reference. Both lines are reduced by the same factor, so their ratio is the same as between the two bulk samples.

The limits help in reading the formula. For \(d\ll\Lambda\), \(e^{d/\Lambda}-1\approx d/\Lambda\): the film line grows in proportion to thickness while the substrate line is hardly reduced. For \(d\gg\Lambda\), \(R/R_0\approx e^{d/\Lambda}\): the film line has saturated, and the ratio grows because the substrate line is dying out.

### Why the peaks need not be equally strong

From the expressions above,

\[
R_0=\frac{k_f\Lambda}{k_s\Lambda'}=\frac{k_fL}{k_sL'} .
\]

Take round model values \(k_f=2\) and \(k_s=5\) in the same arbitrary units, with \(L=3\) nm and \(L'=2.2\) nm. Then

\[
R_0=\frac{2\times3}{5\times2.2}=0.545 .
\]

With the 2.08 nm film in place, the measured ratio is also \(R=0.545\). The film peak has only about 55 % of the intensity of the substrate peak, although each has half of its own bulk value. Had the peaks been equally strong, \(R=1\), then \(R/R_0=1/R_0\) would exceed 1 and the film would have to be thicker than \(L\ln2\).

As a numerical check, the survival law was integrated through film and substrate without using its exponential solution, and the thickness was found by a root search. This also gave 2.0794 nm. The agreement tests the algebra within the model; it does not test whether a real film satisfies the model.

### How errors enter

Write \(r=R/R_0\). Differentiating \(d=\Lambda\ln(1+r)\) at fixed \(\Lambda\),

\[
\frac{\partial d}{\partial r}=\frac{\Lambda}{1+r}.
\]

At \(r=1\) and normal emission this is \(L/2=1.5\) nm. If \(r\) is really 1.05 instead of 1, the linear estimate of the shift is \(1.5\times0.05=0.075\) nm. The full formula gives 2.154 nm, a shift of 0.074 nm. The shift is slightly smaller than the linear estimate because the logarithm bends downward. A 5 % change in the ratio thus changes the thickness by about 3.6 % of 2.08 nm.

The attenuation length is less forgiving. At fixed \(r\), \(d\) is proportional to \(L\), so a 10 % larger \(L\) gives a 10 % larger thickness: 2.29 nm, a shift of 0.21 nm. This holds when \(R_0\) has been measured. If \(R_0\) is calculated from \(k_fL/(k_sL')\), a change in \(L\) alone also changes \(r\), and that must be included. If \(L'\) changes by the same factor, \(r\) stays the same.

### Two lines with different attenuation lengths

You are right that the lines generally have different kinetic energies, and so may have different attenuation lengths in the film. Call them \(L_f\) for the film line and \(L_s\) for the substrate line. At normal emission the same integrals give

\[
\frac{I_f}{I_f^0}=1-e^{-d/L_f},\qquad
\frac{I_s}{I_s^0}=e^{-d/L_s}.
\]

The condition \(R=R_0\) makes these two fractions equal:

\[
e^{-d/L_f}+e^{-d/L_s}=1 .
\]

The left side falls steadily from 2 to 0 as \(d\) grows, so there is again one solution, though in general it must be found numerically. For a small difference, write

\[
L_f=M(1+\varepsilon),\qquad L_s=M(1-\varepsilon),\qquad M=\tfrac12(L_f+L_s).
\]

Changing the sign of \(\varepsilon\) merely exchanges the two exponentials. The solution \(d\) is therefore an even function of \(\varepsilon\) and has no linear term:

\[
d= M\ln2+O(\varepsilon^2).
\]

To first order, then, you use the mean of the two attenuation lengths. The next term follows by setting \(u=d/M\) and using \(1/(1\pm\varepsilon)\approx1\mp\varepsilon+\varepsilon^2\). The condition becomes

\[
e^{-u}\left[e^{u\varepsilon-u\varepsilon^2}+e^{-u\varepsilon-u\varepsilon^2}\right]\approx1 .
\]

Expanding the bracket to order \(\varepsilon^2\), the linear terms cancel and

\[
2e^{-u}\left[1-u\varepsilon^2+\tfrac12u^2\varepsilon^2\right]\approx1 .
\]

Now put \(u=\ln2+\delta\), so that \(2e^{-u}\approx1-\delta\). To this order \(u\) can be replaced by \(\ln2\) in the small terms, giving

\[
\delta\approx-\varepsilon^2\ln2\left(1-\tfrac12\ln2\right)\approx-0.45\,\varepsilon^2 .
\]

As an example, take \(L_f=3.3\) nm and \(L_s=3.0\) nm. The mean is 3.15 nm, and the mean-length rule gives \(3.15\times0.6931=2.183\) nm. The numerical solution is 2.180 nm. The rule is high by 0.003 nm, as the quadratic term predicts with \(\varepsilon=0.15/3.15\). Using 3.0 nm for both lines would have given 2.08 nm, about 5 % below the numerical solution.

The rule is good only for small \(\varepsilon\): it is about 3 % high at \(\varepsilon=0.2\) and 12 % high at \(\varepsilon=0.4\), so for lines of very different kinetic energy the equation should be solved numerically. The mean-length rule belongs to the condition \(R=R_0\). At other ratios the two lengths do not enter symmetrically.

### A film that is not closed

Suppose the film consists of wide islands of height \(t\) covering a fraction \(c\) of the surface, with bare substrate between them. Neglect electrons that cross island edges. With \(q=e^{-t/L}\), the normal-emission signals are

\[
\frac{I_f}{I_f^0}=c(1-q),\qquad
\frac{I_s}{I_s^0}=(1-c)+cq=1-c(1-q).
\]

They are equal when \(c(1-q)=1/2\), or

\[
c=\frac{1}{2(1-e^{-t/L})}.
\]

Since \(c\) cannot exceed 1, this requires \(t\ge L\ln2\). For \(t=4\) nm the coverage is \(c=0.679\), and the mean thickness is

\[
ct=0.679\times4\ \text{nm}=2.72\ \text{nm}.
\]

These islands give the same ratio as the closed 2.08 nm film while containing about 31 % more material. The sign of the effect is general for such islands. The mean thickness \(t/[2(1-e^{-x})]\), with \(x=t/L\), increases with \(t\), because its derivative has the sign of \(1-e^{-x}-xe^{-x}\), which is positive since \(e^x>1+x\). It starts from \(L\ln2\) at full coverage, so broken films with \(R=R_0\) hold more material than the closed-film formula reports.

A second emission angle can separate the closed film from wide islands that are clearly taller than \(L\ln2\); for islands only slightly taller, the difference is small. At \(60^\circ\), \(\cos\theta=1/2\) and \(\Lambda=L/2\). If both lines have the same attenuation length in the film, and both references are measured at that angle too, the closed film must give

\[
\frac{R}{R_0}=e^{2d/L}-1=2^2-1=3 .
\]

For the islands, \(q\) is replaced by \(q^2\). Using \(c(1-q)=1/2\),

\[
c(1-q^2)=c(1-q)(1+q)=\tfrac12(1+q),
\]

and therefore

\[
\frac{R}{R_0}=\frac{\tfrac12(1+q)}{1-\tfrac12(1+q)}=\frac{1+q}{1-q}.
\]

The closed film has \(q=1/2\) and recovers the value 3. The 4 nm islands have a smaller \(q\) and give 1.72, a difference much larger than a 5 % ratio error. This value needs islands much wider than \(t\tan60^\circ\approx7\) nm, the sideways distance an electron travels while rising through the island height. For 4 nm stripes at the same coverage, viewed across the stripes, straight-line paths that cross the edges give about 1.85 at 100 nm width, 2.6 at 20 nm and 3 near 15 nm, which is the closed-film value. Much narrower stripes act like a uniform layer of the mean thickness and give about \(e^{2ct/L}-1\approx5.1\). (The output lists 1.7159 for this ratio and 2.7159 nm for the mean thickness. The shared digits are an accident of the chosen height: \(1+R/R_0=2/(1-q)\), while \(ct=t/[2(1-q)]\) has the same numerical value when \(t=4\) nm.)

A ratio of 3 at \(60^\circ\) supports the closed-film picture, but it does not rule out every other structure. For example, a film with a few gaps, lying on a continuous thin interfacial layer, can give 1 at normal emission and 3 at \(60^\circ\). Elastic scattering, which the straight-line model leaves out, can also make the effective attenuation length depend on angle, so a real closed film need not give exactly 3.

### An interlayer in the gate stack

A high-k film may sit on a thin interfacial oxide. Suppose this layer has thickness \(w\) and attenuation length \(L_i\), and that its own emission can be separated from both lines used here. The film line is unchanged, since the interlayer lies below the film. The substrate line gains a factor \(e^{-w/L_i}\), so at normal emission

\[
\frac{R}{R_0}=e^{w/L_i}\left(e^{d/L}-1\right).
\]

Setting \(R=R_0\) gives \(e^{d/L}=1+e^{-w/L_i}\), and

\[
d=L\ln\!\left(1+e^{-w/L_i}\right)<L\ln2 .
\]

Ignoring the interlayer therefore makes the high-k film appear too thick. The value 2.08 nm belongs to \(w=0\).

### What this does for the band alignment

Let \(B\) denote the binding energy of a core line and \(V\) that of the valence-band edge, with subscripts \(f\) and \(s\) for film and substrate. In each material \(V=B-(B-V)\). If the separation \(B-V\) measured on a bulk sample also holds in the stack, and the electric potential is flat over the sampled depth on each side of the interface, subtracting the two edges gives

\[
V_f-V_s=(B_f-B_s)_{\text{stack}}+(B_s-V_s)_{\text{bulk}}-(B_f-V_f)_{\text{bulk}} .
\]

A positive result means that the film's valence-band edge lies deeper. The first term needs both core lines from the same sample, so the film must be thin enough to let the substrate line through. With equal attenuation lengths, the two normalized intensities add up to 1, and the weaker one is as large as possible when both are \(1/2\). That is the 2.08 nm film of your exercise.

The offset itself comes from the line positions in the stack and the two bulk separations. An electric field in the oxide would require a correction: 1 MV/cm across the 2.08 nm film shifts its core line by about 0.12 eV on average relative to the interface. The intensity ratio gives the thickness, and by itself it says nothing about the offset.

## Computed results

```
Attenuation length in film L: 3.0 nm
Substrate's own attenuation length: 2.2 nm
Film emission per depth: 2.0 arb. units
Substrate emission per depth: 5.0 arb. units
Bulk reference ratio R0: 0.5455 (no unit)
Ratio R of covered sample: 0.5455 (no unit)
ln 2: 0.693147 (no unit)
Thickness from formula: 2.0794 nm
Thickness from integration: 2.0794 nm
Thickness, main result: 20.79 angstrom
Film line / its bulk value: 0.5000 (no unit)
Substrate line / its bulk value: 0.5000 (no unit)
Slope dd/d(R/R0) at R = R0: 1.5000 nm
Thickness if R/R0 = 1.05: 2.1535 nm
Shift for R/R0 = 1.05: 0.0741 nm
Thickness if L is 10 % larger: 2.2874 nm
Shift for L 10 % larger: 0.2079 nm
Film line 3.3 nm, substrate line 3.0 nm: 2.1802 nm
Mean-length rule for that case: 2.1834 nm
R/R0 of closed film at 60 degrees: 3.0000 (no unit)
Island height: 4.0 nm
Island coverage giving R = R0: 0.6790 (no unit)
Mean thickness of islands: 2.7159 nm
R/R0 of islands at 60 degrees: 1.7159 (no unit)
```
